**Quadratic start of the conduction-valence Bloch overlap, tested on a germanium pseudopotential**

The program tests the law W(q) = Σ_v |q·M_cv|² / (E_c − E_v)² + O(q³), where W is the squared overlap of the cell-periodic conduction function at k with the valence group at k+q, and M = (ħ/m)(p + ħk). Overlaps from diagonalisation at both wavevectors are compared with matrix elements taken at k alone. It asserts an identity valid at finite q, the quadratic coefficient and cubic remainder at a general k, and the isotropic form P²q²/E_g² with a quartic remainder at Γ. It also asserts that the heavy bands respond only to the electron wavevector normal to the hole's (hole on a cube axis, near Γ), and that a symmetry-forbidden pair starts as q⁶. For the model gap of 1.22 eV the coefficient is 0.511 nm². The output shows the law 7% too high at 0.2 nm⁻¹ and too high by factors of 3.7 and 6.7 at two estimates of the Auger threshold wavevector. With a rough gap of 0.8 eV and a spin-orbit splitting of 0.3 eV, the coefficient becomes about 1.0 nm².

## Numerical verification

```python
"""
Result under test: for cell-periodic Bloch functions u, the squared overlap
  W(q) = sum_v |<u_c,k | u_v,k+q>|^2
starts as  sum_v |q.M_cv|^2 / (E_c - E_v)^2,  M = (hbar/m)(p + hbar k),
so it is quadratic in q unless the momentum element along q vanishes.
c: conduction level, v: valence level or degenerate valence group.
Direct side: diagonalise a germanium pseudopotential Hamiltonian at both
wavevectors and take the overlap. Formula side: matrix elements at k only.
Units: eV and nm. The plane-wave set is the same at every k.
"""
import numpy as np
from scipy import constants as sc

HB2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18          # hbar^2/2m, eV nm^2
RYDBERG = sc.physical_constants["Rydberg constant times hc in eV"][0]
LATTICE = 0.566                                        # nm
FORM = {3: -0.23, 8: 0.01, 11: 0.06}                   # Ry, local form factors


class Crystal:
    """Diamond-structure crystal in a fixed set of plane waves."""

    def __init__(self, cutoff):
        r = range(-6, 7)
        g = np.array([(i, j, l) for i in r for j in r for l in r
                      if i % 2 == j % 2 == l % 2
                      and i * i + j * j + l * l <= cutoff])
        self.G = g * 2 * np.pi / LATTICE
        d = g[:, None, :] - g[None, :, :]
        d2 = (d**2).sum(axis=2)
        structure = np.cos(np.pi * d.sum(axis=2) / 4)
        self.V = np.zeros(d2.shape)
        for size, value in FORM.items():
            self.V += np.where(d2 == size, value * RYDBERG * structure, 0.0)

    def solve(self, k):
        kinetic = HB2M * ((self.G + np.asarray(k, float))**2).sum(axis=1)
        return np.linalg.eigh(self.V + np.diag(kinetic))

    def element(self, left, right, k, q):
        """q.(hbar/m)<left| p + hbar k |right> in eV."""
        weight = 2 * HB2M * (self.G + np.asarray(k, float)) @ np.asarray(q, float)
        return left.conj() @ (weight[:, None] * right)

    def overlap2(self, k, kprime, valence, c=4):
        uc = self.solve(k)[1][:, c]
        uv = self.solve(kprime)[1][:, valence]
        return float((abs(uc.conj() @ uv)**2).sum())


ge = Crystal(24)
TOP = [1, 2, 3]                                        # valence top at Gamma
gamma = np.zeros(3)
ex = np.array([1.0, 0.0, 0.0])

# ---- exact identity at a large wavevector difference
k0 = np.array([2.0, 1.1, 0.6])
E0, U0 = ge.solve(k0)
big_q = np.array([1.3, -0.7, 0.4])
E1, U1 = ge.solve(k0 + big_q)
direct = U0[:, 4] @ U1[:, 3]
denominator = E1[3] - E0[4] - HB2M * big_q @ big_q
identity = ge.element(U0[:, 4], U1[:, [3]], k0, big_q)[0] / denominator
assert abs(direct - identity) < 1e-10 and abs(direct) > 1e-5

# ---- general wavevector, isolated bands: quadratic start, cubic remainder
assert E0[3] - E0[2] > 0.01 and E0[4] - E0[3] > 0.1
direction = np.array([1.0, 2.0, -1.0]) / np.sqrt(6)
small = 0.004
coef_general = (ge.element(U0[:, 4], U0[:, [3]], k0, direction)[0]
                / (E0[4] - E0[3]))**2


def even_odd(q):
    plus = ge.overlap2(k0, k0 + q * direction, [3])
    minus = ge.overlap2(k0, k0 - q * direction, [3])
    return (plus + minus) / 2, (plus - minus) / 2


even_a, odd_a = even_odd(small)
even_b, odd_b = even_odd(small / 2)
assert abs(even_a / (coef_general * small**2) - 1) < 0.02
cubic_ratio = odd_a / odd_b
assert abs(cubic_ratio - 8) < 0.4

# ---- Gamma: threefold valence top, single conduction level
E, U = ge.solve(gamma)
assert E[3] - E[1] < 1e-8 and E[5] - E[4] > 0.05 and E[4] - E[3] > 0.05
gap = E[4] - E[3]
P = np.linalg.norm(ge.element(U[:, 4], U[:, TOP], gamma, ex))
coef = (P / gap)**2
for vec in ([1, 0, 0], [1, 1, 0], [1, 1, 1], [1, 2, -4]):
    q = 0.01 * np.array(vec) / np.linalg.norm(vec)
    assert abs(ge.overlap2(gamma, q, TOP) / (coef * 1e-4) - 1) < 2e-3
deficit = [coef * q**2 - ge.overlap2(gamma, q * ex, TOP) for q in (0.02, 0.04)]
quartic_ratio = deficit[1] / deficit[0]
assert abs(quartic_ratio - 16) < 0.5

# ---- conduction mass: band curvature against the k.p sum over all bands
h = 0.01
curvature = (ge.solve(h * ex)[0][4] + ge.solve(-h * ex)[0][4] - 2 * E[4]) / h**2
inverse_mass = curvature / (2 * HB2M)                  # m / m_c
others = [n for n in range(len(E)) if n != 4]
elements = ge.element(U[:, 4], U[:, others], gamma, ex)
mass_sum = 1 + (elements**2 / (E[4] - E[others])).sum() / HB2M
assert abs(inverse_mass / mass_sum - 1) < 2e-3
mass = 1 / inverse_mass
coef_mass = HB2M * (inverse_mass - 1) / gap
assert abs(coef_mass / coef - 1) < 0.10                # remote bands dropped

# ---- heavy bands see only the electron wavevector normal to the hole's
ke, kh = np.array([0, 0.02, 0]), np.array([0.03, 0, 0])
heavy = ge.overlap2(ke, kh, [2, 3])
whole = ge.overlap2(ke, kh, TOP)
assert abs(heavy / (coef * 0.02**2) - 1) < 0.01
assert abs(whole / (coef * (0.02**2 + 0.03**2)) - 1) < 0.01
collinear = ge.overlap2(0.02 * ex, kh, [2, 3])
assert collinear < 1e-16

# ---- forbidden pair: lowest valence level, sixth-order start along [111]
diag = np.ones(3) / np.sqrt(3)
forbidden_element = np.abs(ge.element(U[:, 4], U[:, [0]], gamma, diag))[0]
assert forbidden_element < 1e-9
w_low = [ge.overlap2(gamma, q * diag, [0]) for q in (0.1, 0.2)]
forbidden_power = np.log2(w_low[1] / w_low[0])
assert abs(forbidden_power - 6) < 0.3


# ---- two-band closed form and the Auger threshold
def closed_form(x):
    return 0.5 * (1 - 1 / np.sqrt(1 + 4 * x**2))


for x in (0.1, 1.0, np.sqrt(2)):
    e2, v2 = np.linalg.eigh(np.array([[0.0, x], [x, 1.0]]))
    assert abs(v2[1, 0]**2 - closed_form(x)) < 1e-12
assert abs((e2[1] - 1) - 1) < 1e-12                    # rise of one gap at sqrt(2)
q_parabolic = np.sqrt(gap * mass / HB2M)
q_twoband = np.sqrt(2) * gap / P
rise = ge.solve(q_twoband * ex)[0][4] - E[4]
table = []
for q in (0.05, 0.1, 0.2, 0.4, q_parabolic, q_twoband):
    w = ge.overlap2(gamma, q * ex, TOP)
    two = closed_form(P * q / gap)
    assert abs(w / two - 1) < 0.10                     # remote bands
    table.append((q, w, coef * q**2, two))
assert table[-2][2] > 2 * table[-2][1]                 # law fails at threshold

# ---- spin-orbit coupling in an eight-band model
SO, ROUGH_GAP = 0.3, 0.8                               # eV, rough values
eps = np.zeros((3, 3, 3))
for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, l], eps[i, l, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(-1j * eps[i], pauli[i]) for i in range(3))


def eight_band(q):
    H = np.zeros((8, 8), complex)
    H[:2, :2] = ROUGH_GAP * np.eye(2)
    H[2:, 2:] = SO / 3 * (LS - np.eye(6))
    H[:2, 2:] = np.kron(P * q[None, :], np.eye(2))
    H[2:, :2] = H[:2, 2:].conj().T
    return np.linalg.eigh(H)


levels = eight_band(gamma)[0]
assert abs(levels[2] - levels[1] - SO) < 1e-12
coef_so = P**2 * (2 / (3 * ROUGH_GAP**2) + 1 / (3 * (ROUGH_GAP + SO)**2))
q_so = 0.005 * np.array([1.0, 2.0, -2.0]) / 3
w_so = (abs(eight_band(q_so)[1][0, :6])**2).sum()
assert abs(w_so / (coef_so * 0.005**2) - 1) < 2e-3
coef_gap = (P / ROUGH_GAP)**2

# ---- plane-wave cutoff and temperature
finer = Crystal(35)
Ef, Uf = finer.solve(gamma)
gap_f = Ef[4] - Ef[3]
P_f = np.linalg.norm(finer.element(Uf[:, 4], Uf[:, TOP], gamma, ex))
kT = sc.k * 300 / sc.e
q_thermal = np.sqrt(kT * mass / HB2M)
w_thermal = ge.overlap2(gamma, q_thermal * ex, TOP)

print(f"lattice constant {LATTICE:.3f} nm, plane waves {len(ge.G)}")
print("form factors (Ry) at |G|^2 = 3, 8, 11:", *FORM.values())
print(f"hbar^2/2m = {HB2M:.6f} eV nm^2")
print(f"identity test: overlap direct {direct:.8f}, formula {identity:.8f}")
print(f"general k: gap {E0[4]-E0[3]:.4f} eV, coefficient {coef_general:.5f} nm^2")
print(f"general k: direct W/q^2 (even part) {even_a/small**2:.5f} nm^2")
print(f"general k: odd part grows by {cubic_ratio:.3f} when q doubles")
print(f"Gamma gap E_g = {gap:.4f} eV")
print(f"next conduction level above E_c: {E[5]-E[4]:.4f} eV")
print(f"P = {P:.4f} eV nm")
print(f"coefficient P^2/E_g^2 = {coef:.4f} nm^2 = {coef*1e-18:.3e} m^2")
print(f"Gamma: remainder grows by {quartic_ratio:.3f} when q doubles")
print(f"conduction mass m_c/m: curvature {mass:.5f}, k.p sum {1/mass_sum:.5f}")
print(f"coefficient from mass alone = {coef_mass:.4f} nm^2")
print("electron k = 0.02 nm^-1 along y, hole k' = 0.03 nm^-1 along x:")
print(f"  heavy bands W = {heavy:.4e}, whole group W = {whole:.4e}")
print(f"  same lengths, collinear: heavy bands W = {collinear:.1e}")
print(f"forbidden pair: W grows as q^{forbidden_power:.3f} along [111]")
print("q (nm^-1) | direct W | quadratic law | two-band form, q along x")
for q, w, law, two in table:
    print(f"  {q:.4f} | {w:.5f} | {law:.5f} | {two:.5f}")
print(f"threshold q, parabolic band: {q_parabolic:.4f} nm^-1")
print(f"threshold q, two-band model: {q_twoband:.4f} nm^-1")
print(f"  computed band rise there: {rise:.4f} eV")
print(f"300 K: kT = {kT:.5f} eV, thermal q = {q_thermal:.4f} nm^-1")
print(f"  direct W {w_thermal:.5f}, quadratic law {coef*q_thermal**2:.5f}")
print(f"rough gap {ROUGH_GAP} eV, same P: coefficient {coef_gap:.4f} nm^2")
print(f"  with spin-orbit splitting {SO} eV: {coef_so:.4f} nm^2")
print(f"cutoff check, {len(finer.G)} plane waves: E_g = {gap_f:.4f} eV,"
      f" P = {P_f:.4f} eV nm")
print(f"  coefficient {(P_f/gap_f)**2:.4f} nm^2")
print("done: every assertion held")
```

Printed output:

```
lattice constant 0.566 nm, plane waves 137
form factors (Ry) at |G|^2 = 3, 8, 11: -0.23 0.01 0.06
hbar^2/2m = 0.038100 eV nm^2
identity test: overlap direct 0.03108059, formula 0.03108059
general k: gap 2.5608 eV, coefficient 0.01296 nm^2
general k: direct W/q^2 (even part) 0.01296 nm^2
general k: odd part grows by 8.000 when q doubles
Gamma gap E_g = 1.2224 eV
next conduction level above E_c: 2.2661 eV
P = 0.8741 eV nm
coefficient P^2/E_g^2 = 0.5114 nm^2 = 5.114e-19 m^2
Gamma: remainder grows by 15.965 when q doubles
conduction mass m_c/m: curvature 0.05759, k.p sum 0.05758
coefficient from mass alone = 0.5101 nm^2
electron k = 0.02 nm^-1 along y, hole k' = 0.03 nm^-1 along x:
  heavy bands W = 2.0440e-04, whole group W = 6.6386e-04
  same lengths, collinear: heavy bands W = 6.8e-26
forbidden pair: W grows as q^6.001 along [111]
q (nm^-1) | direct W | quadratic law | two-band form, q along x
  0.0500 | 0.00127 | 0.00128 | 0.00127
  0.1000 | 0.00503 | 0.00511 | 0.00504
  0.2000 | 0.01920 | 0.02045 | 0.01928
  0.4000 | 0.06501 | 0.08182 | 0.06600
  1.3592 | 0.25234 | 0.94476 | 0.27128
  1.9776 | 0.30035 | 2.00000 | 0.33333
threshold q, parabolic band: 1.3592 nm^-1
threshold q, two-band model: 1.9776 nm^-1
  computed band rise there: 1.2484 eV
300 K: kT = 0.02585 eV, thermal q = 0.1977 nm^-1
  direct W 0.01878, quadratic law 0.01998
rough gap 0.8 eV, same P: coefficient 1.1939 nm^2
  with spin-orbit splitting 0.3 eV: 1.0064 nm^2
cutoff check, 229 plane waves: E_g = 1.2230 eV, P = 0.8742 eV nm
  coefficient 0.5110 nm^2
done: every assertion held
```
